# Filling of Empty Oxide Traps by Injected Carriers: verification in Python

```python
"""Filling of initially empty oxide traps by injected carriers.

Result under test: filled fraction f = 1 - exp(-sigma*F), which is
1 - 1/e (63 percent) for sigma = 1e-14 cm^2 and F = 1e14 cm^-2.
  sigma : capture cross section of one empty trap (cm^2)
  F     : fluence, carriers injected per area (cm^-2)
  N     : traps per area, summed over the oxide depth (cm^-2)
  J     : injected current density (A/cm^2); j = J/q is the carrier flux
Also tested: the Poisson shares of crossings, the fluence needed for a
given filling, and the corrections for carrier loss and for emission.
"""
import numpy as np
from scipy.constants import e as q, physical_constants
from scipy.integrate import solve_ivp
from scipy.spatial import cKDTree

sigma = 1e-14
fluence = 1e14
trap_density = 1e12
current_density = 1e-6
flux = current_density / q
duration = fluence / flux
bohr_cm = physical_constants["Bohr radius"][0] * 100


def filled_fraction(F):
    return 1 - np.exp(-sigma * F)


# Random carriers thrown at discs of area sigma, in a periodic square cell.
rng = np.random.default_rng(12345)
cell_area = 4e-10
side = np.sqrt(cell_area)
disc_radius = np.sqrt(sigma / np.pi)
traps_per_cell = round(trap_density * cell_area)
repeats = 50
sample = traps_per_cell * repeats


def count_crossings(F):
    carriers = round(F * cell_area)
    counts = []
    for _ in range(repeats):
        points = rng.random((carriers, 2)) * side
        traps = rng.random((traps_per_cell, 2)) * side
        tree = cKDTree(points, boxsize=side)
        counts.append(tree.query_ball_point(traps, disc_radius,
                                            return_length=True))
    return np.concatenate(counts)


def within_noise(measured, expected):
    # five standard errors of a counted share
    return abs(measured - expected) < 5 * np.sqrt(
        expected * (1 - expected) / sample)


simulated = {}
for factor in (0.5, 1.0, 2.0):
    crossings = count_crossings(factor * fluence)
    simulated[factor] = np.mean(crossings > 0)
    assert within_noise(simulated[factor], filled_fraction(factor * fluence))
    if factor == 1.0:
        shares = [np.mean(crossings == 0), np.mean(crossings == 1),
                  np.mean(crossings > 1)]
poisson = [np.exp(-1), np.exp(-1), 1 - 2 * np.exp(-1)]
for measured, expected in zip(shares, poisson):
    assert within_noise(measured, expected)


# Rate equation in time, for different current profiles of equal fluence.
def integrate_filling(flux_of_time, emission=0.0):
    def rate(t, f):
        return sigma * flux_of_time(t) * (1 - f) - emission * f
    run = solve_ivp(rate, (0, duration), [0.0], rtol=1e-10, atol=1e-12)
    assert run.success
    return run.y[0, -1]


f_constant = integrate_filling(lambda t: flux)
f_ramp = integrate_filling(lambda t: 2 * flux * t / duration)
assert abs(f_constant - filled_fraction(fluence)) < 1e-7
assert abs(f_ramp - filled_fraction(fluence)) < 1e-7

# Fluence for a wanted filling, against carrier-by-carrier survival.
targets = (0.50, 0.90, 0.99)
needed = [-np.log(1 - f) / sigma for f in targets]
still_empty = np.cumprod(np.full(250000, 1 - sigma / cell_area))
for f, F in zip(targets, needed):
    carriers = np.argmax(still_empty <= 1 - f) + 1
    # tolerance: whole carriers and finite cell area
    assert abs(carriers / cell_area / F - 1) < 1e-4


# Carrier loss on the way through the oxide.
def mean_filling_with_loss(N):
    g0 = sigma * fluence
    g_exit = np.log(1 + (np.exp(g0) - 1) * np.exp(-sigma * N))
    return (g0 - g_exit) / (sigma * N)


def simulate_loss(N, layers=100, steps=20000):
    empty = np.full(layers, N / layers)
    dose = fluence / steps
    for _ in range(steps):
        passed = np.exp(-sigma * np.cumsum(empty))
        entering = np.concatenate(([1.0], passed[:-1]))
        empty = empty - dose * (entering - passed)
    return 1 - empty.sum() / N


dense = 1 / sigma
f_loss = mean_filling_with_loss(trap_density)
f_loss_dense = mean_filling_with_loss(dense)
# tolerance: finite dose steps give errors of order 1e-5
assert abs(simulate_loss(trap_density) - f_loss) < 5e-5
assert abs(simulate_loss(dense) - f_loss_dense) < 5e-5

# Emission from filled traps at a tenth of the capture rate, and the same
# emission rate with half the current for twice the time.
ratio = 0.1
emission_rate = ratio * sigma * flux


def filling_with_emission(a):
    return (1 - np.exp(-(1 + a) * sigma * fluence)) / (1 + a)


f_emission = filling_with_emission(ratio)
assert abs(integrate_filling(lambda t: flux, emission_rate)
           - f_emission) < 1e-7
f_emission_slow = filling_with_emission(2 * ratio)
slow = solve_ivp(lambda t, f: sigma * flux / 2 * (1 - f) - emission_rate * f,
                 (0, 2 * duration), [0.0], rtol=1e-10, atol=1e-12)
assert abs(slow.y[0, -1] - f_emission_slow) < 1e-7
assert f_emission_slow < f_emission < filled_fraction(fluence)

f_main = filled_fraction(fluence)
filled = trap_density * f_main
print(f"capture cross section: {sigma:.1e} cm^2")
print(f"radius of disc with this area: {disc_radius:.3e} cm")
print(f"fluence: {fluence:.1e} cm^-2")
print(f"fluence in atomic units: {fluence * bohr_cm**2:.3e} bohr^-2")
print(f"sigma*F: {sigma * fluence:.4f}")
print(f"filled fraction: {f_main:.4f}")
print(f"empty fraction: {1 - f_main:.4f}")
print(f"trap density: {trap_density:.1e} cm^-2")
print(f"filled traps: {filled:.3e} cm^-2")
print(f"empty traps: {trap_density - filled:.3e} cm^-2")
print(f"trapped share of injected carriers: {filled / fluence:.5f}")
print(f"current density: {current_density:.1e} A/cm^2")
print(f"carrier flux: {flux:.3e} cm^-2 s^-1")
print(f"injection time: {duration:.2f} s")
print(f"injected charge: {q * fluence:.3e} C/cm^2")
for factor in (0.1, 0.5, 1.0, 2.0):
    F = factor * fluence
    print(f"F = {F:.1e} cm^-2: filled {filled_fraction(F):.4f}, "
          f"straight line {sigma * F:.4f}")
print(f"random-carrier simulation, traps sampled: {sample}")
for factor, value in simulated.items():
    print(f"simulated filling at {factor * fluence:.1e} cm^-2: {value:.4f}")
for name, s, p in zip(("zero", "one", "two or more"), shares, poisson):
    print(f"share with {name} crossings: simulated {s:.4f}, Poisson {p:.4f}")
print(f"rate equation, constant current: {f_constant:.6f}")
print(f"rate equation, ramped current: {f_ramp:.6f}")
for f, F in zip(targets, needed):
    print(f"fluence for {100 * f:.0f} percent filling: {F:.3e} cm^-2")
print(f"filling with carrier loss, sigma*N = {sigma * trap_density:.2f}: "
      f"{f_loss:.4f}")
print(f"filling with carrier loss, sigma*N = {sigma * dense:.2f}: "
      f"{f_loss_dense:.4f}")
print(f"emission rate: {emission_rate:.3e} s^-1")
print(f"filling with emission, a = {ratio:.1f}: {f_emission:.4f}")
print(f"same emission and fluence, half current, a = {2 * ratio:.1f}: "
      f"{f_emission_slow:.4f}")
print("all good")
```

Printed output:

```
capture cross section: 1.0e-14 cm^2
radius of disc with this area: 5.642e-08 cm
fluence: 1.0e+14 cm^-2
fluence in atomic units: 2.800e-03 bohr^-2
sigma*F: 1.0000
filled fraction: 0.6321
empty fraction: 0.3679
trap density: 1.0e+12 cm^-2
filled traps: 6.321e+11 cm^-2
empty traps: 3.679e+11 cm^-2
trapped share of injected carriers: 0.00632
current density: 1.0e-06 A/cm^2
carrier flux: 6.242e+12 cm^-2 s^-1
injection time: 16.02 s
injected charge: 1.602e-05 C/cm^2
F = 1.0e+13 cm^-2: filled 0.0952, straight line 0.1000
F = 5.0e+13 cm^-2: filled 0.3935, straight line 0.5000
F = 1.0e+14 cm^-2: filled 0.6321, straight line 1.0000
F = 2.0e+14 cm^-2: filled 0.8647, straight line 2.0000
random-carrier simulation, traps sampled: 20000
simulated filling at 5.0e+13 cm^-2: 0.3874
simulated filling at 1.0e+14 cm^-2: 0.6342
simulated filling at 2.0e+14 cm^-2: 0.8628
share with zero crossings: simulated 0.3658, Poisson 0.3679
share with one crossings: simulated 0.3678, Poisson 0.3679
share with two or more crossings: simulated 0.2665, Poisson 0.2642
rate equation, constant current: 0.632121
rate equation, ramped current: 0.632121
fluence for 50 percent filling: 6.931e+13 cm^-2
fluence for 90 percent filling: 2.303e+14 cm^-2
fluence for 99 percent filling: 4.605e+14 cm^-2
filling with carrier loss, sigma*N = 0.01: 0.6310
filling with carrier loss, sigma*N = 1.00: 0.5101
emission rate: 6.242e-03 s^-1
filling with emission, a = 0.1: 0.6065
same emission and fluence, half current, a = 0.2: 0.5823
all good
```
